# Trigonal field, spin-orbit coupling and the splitting of ruby's R lines: test program

```python
# Result under test: for d3 in a strong octahedral field (pure t2^3 states), second order,
#     E(2A-bar) - E(E-bar) = 4 v zeta / (3 Delta),  Delta = E(2T2) - E(2E),
# from H_eff = (4 v zeta/3 Delta) sum_cyc (S_a x S_b)_c = (16 sqrt3/9)(v zeta/Delta) chi S_n.
# Orbitals: yz, zx, xy (t2), u = 3z^2-r^2, x^2-y^2 (e); n = (111)/sqrt3.
# v = eps(a1)-eps(e) in t2, vp = <x+|V|u+>, zeta = spin-orbit constant, B, C Racah,
# S_a = spin on t2 orbital a, chi = S_1.(S_2 x S_3), delta = E(2T1)-E(2E). Unit: cm^-1.
import numpy as np
from itertools import combinations
from scipy.linalg import expm
from scipy import constants as sc

# ---- one-electron quantities by exact angular quadrature
ct, wt = np.polynomial.legendre.leggauss(6)
ph = 2*np.pi*np.arange(10)/10
r = np.array([[np.sqrt(1-c*c)*np.cos(p), np.sqrt(1-c*c)*np.sin(p), c] for c in ct for p in ph])
w = np.repeat(wt, 10)/20
Q = np.zeros((5, 3, 3))
for a, (i, j) in enumerate([(1, 2), (2, 0), (0, 1)]):
    Q[a, i, j] = Q[a, j, i] = np.sqrt(15)/2
Q[3] = np.sqrt(5)/2*np.diag([-1, -1, 2])
Q[4] = np.sqrt(15)/2*np.diag([1, -1, 0])
phi = np.einsum('pi,aij,pj->ap', r, Q, r)
eps = np.zeros((3, 3, 3))
for i in range(3):
    eps[i, (i+1) % 3, (i+2) % 3] = 1
    eps[i, (i+2) % 3, (i+1) % 3] = -1
lphi = -2j*np.einsum('kij,pi,bjm,pm->kbp', eps, r, Q, r)
lmat = np.einsum('p,ap,kbp->kab', w, phi, lphi)
assert np.allclose((phi*w) @ phi.T, np.eye(5))
assert np.allclose(lmat[:, :3, :3], 1j*eps)            # T-P equivalence
cg = r @ r.T
rho = np.einsum('p,ap,cp->acp', w, phi, phi)
def eri(B, C):
    K = 49*(B+C/7)*(3*cg**2-1)/2 + 441*C/35*(35*cg**4-30*cg**2+3)/8
    return np.einsum('acq,bdq->acbd', rho @ K, rho)
om = np.exp(2j*np.pi/3)
xp = -np.array([om, om.conjugate(), 1, 0, 0])/np.sqrt(3)
up = -np.array([0, 0, 0, 1, 1j])/np.sqrt(2)
v_t2 = np.zeros((5, 5)); v_t2[:3, :3] = (np.ones((3, 3))-np.eye(3))/3
v_mix = np.outer(xp, up.conj()) + np.outer(xp.conj(), up)
v_mix = v_mix + v_mix.conj().T
pot = r[:, 0]*r[:, 1] + r[:, 1]*r[:, 2] + r[:, 2]*r[:, 0]   # pure rank-2 trigonal field
assert np.allclose(rho @ pot, 3/7*v_t2 - np.sqrt(2)/7*v_mix)

# ---- 120 determinants
masks = [sum(1 << p for p in c) for c in combinations(range(10), 3)]
where = {m: i for i, m in enumerate(masks)}
par = lambda m, p: (-1)**bin(m & ((1 << p)-1)).count('1')
E = np.zeros((10, 10, 120, 120))
for j, m in enumerate(masks):
    for q in range(10):
        if m >> q & 1:
            m1 = m ^ (1 << q)
            for p in range(10):
                if not m1 >> p & 1:
                    E[p, q, where[m1 | (1 << p)], j] = par(m, q)*par(m1, p)
one = lambda h: np.tensordot(h, E, axes=2)
eorb = E[0::2, 0::2] + E[1::2, 1::2]
def coulomb(B, C):
    g = eri(B, C)
    W = np.tensordot(g, eorb, axes=2)
    H = sum(eorb[a, c] @ W[a, c] for a in range(5) for c in range(5))
    return (H - np.tensordot(np.einsum('accd->ad', g), eorb, axes=2))/2
s = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])/2
L = [one(np.kron(lmat[k], np.eye(2))) for k in range(3)]
S = [one(np.kron(np.eye(5), s[k])) for k in range(3)]
S2 = sum(x @ x for x in S)
SO = one(sum(np.kron(lmat[k], s[k]) for k in range(3)))
VT = one(np.kron(v_t2, np.eye(2))); VM = one(np.kron(v_mix, np.eye(2)))
Ne = (eorb[3, 3] + eorb[4, 4])
Ln, Sn = sum(L)/np.sqrt(3), sum(S)/np.sqrt(3)
R3 = expm(-2j*np.pi/3*(Ln+Sn)); Rh = (R3+R3.conj().T)/2
R3orb = expm(-2j*np.pi/3*Ln); C4orb = expm(-0.5j*np.pi*L[2])
dag = lambda M: M.conj().T

tenDq, B, C, zeta, v, vp = 18000., 650., 3100., 180., 800., 700.
gap_rough, split_rough = 6600., 29.
Hc = coulomb(B, C)
ev = np.linalg.eigvalsh(Hc); ev -= ev[0]
assert np.sum(abs(ev) < 1e-6) == 28 and np.sum(abs(ev-15*B) < 1e-6) == 12   # 4F, 4P
assert np.sum(abs(ev-4*B-3*C) < 1e-6) == 18                                  # 2G

def terms(H, S2m, C4m):
    e, U = np.linalg.eigh(H); out = []; i = 0
    while i < len(e):
        j = i
        while j < len(e) and e[j]-e[i] < 1e-4: j += 1
        X = U[:, i:j]; n = j-i
        mult = int(round(np.sqrt(4*np.trace(dag(X) @ S2m @ X).real/n+1)))
        c4 = np.trace(dag(X) @ C4m @ X).real/mult
        lab = {1: 'A', 2: 'E', 3: 'T'}.get(n//mult, '?')
        if lab != 'E': lab += '1' if c4 > 0 else '2'
        out.append((str(mult)+lab, e[i]-e[0], X)); i = j
    return out
def sectors(Rm):
    e, U = np.linalg.eigh(Rm)
    assert np.all((abs(e+1) < 1e-8) | (abs(e-0.5) < 1e-8))
    return U[:, e < 0], U[:, e > 0]
def exact_split(H, sec, P):
    res = []
    for X in sec:
        e, U = np.linalg.eigh(dag(X) @ H @ X)
        res.append(e[np.argmax(np.sum(abs(dag(P) @ X @ U)**2, axis=0))])
    return res[0]-res[1]
def split_of(Heff, P, Rm):
    PA = (0.5*np.eye(4) - dag(P) @ Rm @ P)/1.5
    return (np.trace(Heff @ PA) - np.trace(Heff @ (np.eye(4)-PA))).real/2

# ---- t2^3 shell
t = [i for i, m in enumerate(masks) if m < 64]
sub = lambda M: M[np.ix_(t, t)]
e20 = np.linalg.eigvalsh(sub(Hc)); e20 -= e20[0]
assert np.allclose(e20, [0]*4 + [9*B+3*C]*10 + [15*B+5*C]*6, atol=1e-6)
double = sum(E[2*a, 2*a] @ E[2*a+1, 2*a+1] for a in range(3))
tt = terms(sub(Hc+1000*double), sub(S2), sub(C4orb))
assert [x[0] for x in tt] == ['4A2', '2E', '2T1', '2T2']
XA, XE, X1, X2 = [x[2] for x in tt]
vt, so = sub(VT), sub(SO)
for op in (vt, so):
    assert np.linalg.norm(dag(X2) @ op @ XE) > 0.1
    for X in (XA, XE, X1): assert np.linalg.norm(dag(X) @ op @ XE) < 1e-10
    assert np.linalg.norm(dag(X1) @ op @ X1) + np.linalg.norm(dag(X2) @ op @ X2) < 1e-10
cross = dag(XE) @ vt @ X2 @ dag(X2) @ so @ XE
Heff = -(cross + dag(cross))                       # units of v zeta / Delta
Sa = [[sub(one(np.kron(np.diag(np.eye(5)[a]), s[k]))) for k in range(3)] for a in range(3)]
def xprod(a, b, k):
    i, j = (k+1) % 3, (k+2) % 3
    return Sa[a][i] @ Sa[b][j] - Sa[a][j] @ Sa[b][i]
chi = dag(XE) @ sum(Sa[0][k] @ xprod(1, 2, k) for k in range(3)) @ XE
snE = dag(XE) @ sub(Sn) @ XE
assert np.allclose(Heff, 4/3*dag(XE) @ (xprod(0, 1, 2)+xprod(1, 2, 0)+xprod(2, 0, 1)) @ XE)
assert np.allclose(np.linalg.eigvalsh(chi), np.sqrt(3)/4*np.array([-1, -1, 1, 1]))
assert np.allclose(Heff, 16*np.sqrt(3)/9*chi @ snE)
assert np.allclose(dag(XE) @ sub(R3orb) @ XE, -0.5*np.eye(4) - 2j*chi)
coef = split_of(Heff, XE, sub(Rh))
assert abs(coef-4/3) < 1e-10

# ---- cubic d3 terms
H0 = Hc + tenDq*Ne
T = terms(H0, S2, C4orb)
assert [x[0] for x in T[:3]] == ['4A2', '2E', '2T1']
first = lambda lab: [x for x in T if x[0] == lab][0]
EE, E1, E2 = first('2E')[1], first('2T1')[1], first('2T2')[1]
Delta, delta = E2-EE, E1-EE
formula = lambda gap: 4*v*zeta/(3*gap)
X4 = first('4T2')[2]
e4 = np.linalg.eigvalsh(dag(X4) @ (v*VT+vp*VM) @ X4)
assert abs(e4[-1]-e4[0]-v/2) < 1e-6

# ---- exact diagonalization inside t2^3 with dressed term energies
sec20 = sectors(sub(Rh))
def d20(vv, zz, dl=delta):
    H = -EE*XA @ dag(XA) + dl*X1 @ dag(X1) + Delta*X2 @ dag(X2) + vv*vt + zz*so
    return exact_split(H, sec20, XE)
assert abs(d20(v, 0)) < 1e-7 and abs(d20(0, zeta)) < 1e-7
assert abs(d20(v, zeta)-d20(-v, -zeta)) < 1e-7      # no odd orders
err = lambda x, dl=delta: d20(x*v, x*zeta, dl)/x**2 - formula(Delta)
assert abs(err(0.02)) < 1e-3*formula(Delta)
assert 3.7 < err(0.1)/err(0.05) < 4.3
assert abs(d20(-0.02*v, 0.02*zeta)/0.02**2 + formula(Delta)) < 1e-3*formula(Delta)
f4 = [err(0.02, dl)/0.02**2 for dl in (300., 600., 1200.)]
assert abs((f4[0]-f4[1])/(f4[1]-f4[2]) - 2) < 0.03  # a + b/delta
b4 = (f4[0]-f4[1])*600; a4 = f4[1]-b4/600

# ---- full d3: cross term resolved by intermediate term
def resolve(TT):
    e0, P = TT[1][1], TT[1][2]
    assert TT[1][0] == '2E'
    out = []
    for k, (lab, e, X) in enumerate(TT):
        if k == 1: continue
        c = []
        for op in (v*VT, vp*VM):
            M = dag(P) @ op @ X @ dag(X) @ (zeta*SO) @ P
            c.append(split_of(-(M+dag(M))/(e-e0), P, Rh))
        out.append((lab, e-e0, c[0], c[1]))
    return out
parts = resolve(T); PE = T[1][2]
assert all(abs(p[2])+abs(p[3]) < 1e-8 for p in parts if p[0] not in ('2T1', '2T2'))
p2 = [p for p in parts if p[0] == '2T2']; p1 = [p for p in parts if p[0] == '2T1']
assert len(p1) == 5 and len(p2) == 5
sum_v, sum_vp = sum(p[2] for p in parts), sum(p[3] for p in parts)
assert abs(p2[0][2]) >= max(abs(p[2]) for p in parts) and p2[0][2] > 0
sec = sectors(Rh)
Hfull = lambda a, b, z: H0 + a*VT + b*VM + z*SO
assert np.allclose(Hfull(v, vp, zeta) @ R3, R3 @ Hfull(v, vp, zeta), atol=1e-6)
d120 = lambda a, b, z: exact_split(Hfull(a, b, z), sec, PE)
assert abs(d120(v, vp, 0)) < 1e-6 and abs(d120(0, 0, zeta)) < 1e-6
x = 0.02
for a, b, ref in ((v, 0, sum_v), (0, vp, sum_vp)):
    fd = (d120(x*a, x*b, x*zeta) + d120(-x*a, -x*b, -x*zeta))/(2*x*x)
    assert abs(fd-ref) < 0.02
lim = []
for big in (1e6, 1e7):
    pp = resolve(terms(Hc+big*Ne, S2, C4orb))
    lim.append((sum(p[2] for p in pp), sum(p[3] for p in pp)))
bare = formula(6*B+2*C)
assert abs(lim[1][0]-bare) < 0.01*bare and abs(lim[1][0]-bare) < 0.2*abs(lim[0][0]-bare)
assert abs(lim[1][1]) < 0.01*bare and abs(lim[1][1]) < 0.2*abs(lim[0][1])

weight = lambda X: np.sum(abs(X[t])**2)/X.shape[1]
mev = sc.h*sc.c*100/sc.e*1e3
u = 'cm^-1'
print(f'inputs ({u}): 10Dq={tenDq:.0f} B={B:.0f} C={C:.0f}')
print(f'inputs ({u}): zeta={zeta:.0f} v={v:.0f} vp={vp:.0f} K=-v/3={-v/3:.1f}')
print(f'rough inputs ({u}): optical gap {gap_rough:.0f}, splitting {split_rough:.0f}')
print(f'coefficient of v zeta/Delta in t2^3: {coef:.6f}')
print(f'pure t2^3: 9B+3C={e20[4]:.0f}, 15B+5C={e20[-1]:.0f}, gap={e20[-1]-e20[4]:.0f} {u}')
print(f'cubic d3: E(2E)={EE:.0f} E(2T1)={E1:.0f} E(2T2)={E2:.0f} {u}')
print(f'Delta={Delta:.0f}, delta={delta:.0f} {u}')
print(f't2^3 weights: 2E {weight(PE):.3f}, 2T1 {weight(first("2T1")[2]):.3f}, 2T2 {weight(first("2T2")[2]):.3f}')
print(f'4T2 first-order trigonal splitting: {e4[-1]-e4[0]:.1f} {u}')
print(f'v^2/Delta={v*v/Delta:.1f}, v zeta/Delta={v*zeta/Delta:.1f}, zeta^2/Delta={zeta**2/Delta:.1f} {u}')
print(f'formula, gap 6B+2C: {bare:.2f} {u}')
print(f'formula, computed Delta: {formula(Delta):.2f} {u} = {formula(Delta)*mev:.3f} meV')
print(f'formula, rough optical gap: {formula(gap_rough):.2f} {u} = {formula(gap_rough)*mev:.3f} meV')
print(f'v zeta used: {v*zeta:.3e}; needed for rough splitting: {0.75*split_rough*gap_rough:.3e} cm^-2')
print(f't2^3 fourth order: a={a4:.2f}, b/delta={b4/delta:.2f} {u}')
print(f'exact 20x20 t2^3 splitting: {d20(v, zeta):.2f} {u}')
print(f'd3 cross term by intermediate term: gap, v part, vp part ({u})')
for p in p2+p1:
    print(f'  {p[0]} {p[1]:8.0f} {p[2]:8.2f} {p[3]:8.2f}')
print(f'lowest 2T2 v part / formula at computed Delta: {p2[0][2]/formula(Delta):.3f}')
print(f'second-order sums: v {sum_v:.2f}, vp {sum_vp:.2f}, total {sum_v+sum_vp:.2f} {u}')
print(f'10Dq=1e6: v part {lim[0][0]:.3f}, vp part {lim[0][1]:.3f} {u}')
print(f'10Dq=1e7: v part {lim[1][0]:.3f}, vp part {lim[1][1]:.3f} {u}')
print(f'exact 120x120, vp=0: {d120(v, 0, zeta):.2f} {u}')
full = d120(v, vp, zeta)
print(f'exact 120x120, full: {full:.2f} {u} = {full*mev:.3f} meV')
print('every check passed')
```

Output:

```
inputs (cm^-1): 10Dq=18000 B=650 C=3100
inputs (cm^-1): zeta=180 v=800 vp=700 K=-v/3=-266.7
rough inputs (cm^-1): optical gap 6600, splitting 29
coefficient of v zeta/Delta in t2^3: 1.333333
pure t2^3: 9B+3C=15150, 15B+5C=25250, gap=10100 cm^-1
cubic d3: E(2E)=14157 E(2T1)=14710 E(2T2)=21460 cm^-1
Delta=7303, delta=553 cm^-1
t2^3 weights: 2E 0.974, 2T1 0.983, 2T2 0.872
4T2 first-order trigonal splitting: 400.0 cm^-1
v^2/Delta=87.6, v zeta/Delta=19.7, zeta^2/Delta=4.4 cm^-1
formula, gap 6B+2C: 19.01 cm^-1
formula, computed Delta: 26.29 cm^-1 = 3.259 meV
formula, rough optical gap: 29.09 cm^-1 = 3.607 meV
v zeta used: 1.440e+05; needed for rough splitting: 1.436e+05 cm^-2
t2^3 fourth order: a=-0.43, b/delta=2.83 cm^-1
exact 20x20 t2^3 splitting: 28.35 cm^-1
d3 cross term by intermediate term: gap, v part, vp part (cm^-1)
  2T2     7303    24.84    11.02
  2T2    17847     0.79     2.14
  2T2    27362     0.41    -2.87
  2T2    37264     0.06    -0.12
  2T2    56389     0.05    -0.02
  2T1      553     0.64   -12.23
  2T1    18188     1.18     7.02
  2T1    22840     0.12    -4.04
  2T1    35796     0.00     0.04
  2T1    42088     0.00    -0.05
lowest 2T2 v part / formula at computed Delta: 0.945
second-order sums: v 28.10, vp 0.89, total 28.99 cm^-1
10Dq=1e6: v part 19.169, vp part 0.035 cm^-1
10Dq=1e7: v part 19.026, vp part 0.004 cm^-1
exact 120x120, vp=0: 23.21 cm^-1
exact 120x120, full: 28.83 cm^-1 = 3.575 meV
every check passed
```
